# Choosing Logarithmic or Poisson Weighting When Fitting X-ray Multilayer Reflectivity

## The decision

A program that fits X-ray reflectivity asks which objective it should minimize. The choice changes how strongly each part of the curve influences the reported thicknesses. A logarithmic objective treats a 10% misfit almost alike at a thousand counts and at ten million; a Poisson objective gives the second far more weight. In the example below, the Poisson choice reduces the standard error of one thickness by a factor of 4.5 when counting noise is the only error. If every point also carries an independent relative error of 3.4%, the same choice makes that standard error almost twice as large as the logarithmic one.

The setting should therefore follow the error budget of the measurement. The search method is a separate choice: differential evolution explores the parameter ranges, and local least squares finishes the fit.

## The model being fitted

Let \(\alpha\) be the grazing angle, \(\lambda\) the wavelength, \(k_0=2\pi/\lambda\) and \(q=2k_0\sin\alpha\). The refractive index of layer \(j\) is \(n_j=1-\delta_j+i\beta_j\). The wave-vector component along the surface is conserved, so the normal component obeys

\[
k_j^2=(q/2)^2+k_0^2(n_j^2-1)\simeq (q/2)^2-2k_0^2(\delta_j-i\beta_j).
\]

Terms quadratic in \(\delta\) and \(\beta\) have been dropped. Depth \(z\) increases downward, and the root with \(\operatorname{Im}k_j\ge0\) makes the downward wave \(e^{ik_jz}\) decay in an absorber.

Consider an interface at \(z=0\), with wave number \(k\) above and \(k'\) below. The field is \(e^{ikz}+Xe^{-ikz}\) above and \(t(e^{ik'z}+Ye^{-ik'z})\) below. For an electric field perpendicular to the plane of incidence, field and slope are continuous:

\[
1+X=t(1+Y),\qquad k(1-X)=k't(1-Y).
\]

Dividing the second equation by the first eliminates \(t\). Solving for \(X\) gives

\[
X=\frac{k(1+Y)-k'(1-Y)}{k(1+Y)+k'(1-Y)}
=\frac{r+Y}{1+rY},\qquad r=\frac{k-k'}{k+k'}.
\]

The last form follows by collecting the terms in \(Y\) and dividing by \(k+k'\). If the lower layer has thickness \(d'\), and \(X'\) is the ratio of upward to downward wave at its bottom, then \(X'=Ye^{-2ik'd'}\), so

\[
Y=X'e^{2ik'd'}.
\]

The calculation starts with \(Y=0\) in the semi-infinite substrate and works upward. At the surface, \(R=|X|^2\).

For a rough interface, suppose first that reflection is weak and that the index step is spread over depth with a Gaussian distribution of standard deviation \(\sigma\). A contribution from depth \(z\) acquires the phase \(e^{2ikz}\), and its average is

\[
\int_{-\infty}^{\infty}\frac{e^{-z^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}e^{2ikz}\,dz=e^{-2k^2\sigma^2}.
\]

The Névot–Croce approximation replaces \(k^2\) by \(kk'\), multiplying \(r\) by \(\exp(-2kk'\sigma^2)\). It reduces to the weak-reflection result when \(k'\simeq k\).

The mean number of counts at point \(i\) is

\[
\mu_i=I_0R(q_i)+b,
\]

where \(I_0\) is the number of incident counts per point and \(b\) is a known background. Footprint, angular resolution, detector dead time and diffuse scattering are omitted. A real fit must include those that matter.

## What the two objectives measure

For independent Poisson counts \(n_i\), the logarithm of the likelihood is \(\sum_i(n_i\ln\mu_i-\mu_i)\) plus a constant. Twice its shortfall from the value at \(\mu_i=n_i\) is the deviance

\[
D=2\sum_i\left[\mu_i-n_i+n_i\ln(n_i/\mu_i)\right],
\]

with \(n\ln n=0\) at \(n=0\). Minimizing \(D\) maximizes the likelihood. The logarithmic objective is

\[
L=\sum_i\left[\ln(n_i+\tfrac12)-\ln\mu_i\right]^2.
\]

To compare them, put \(n=\mu(1+\varepsilon)\) with small \(\varepsilon\). Since \((1+\varepsilon)\ln(1+\varepsilon)=\varepsilon+\varepsilon^2/2-\varepsilon^3/6+\cdots\), one term of the deviance is

\[
2\mu[(1+\varepsilon)\ln(1+\varepsilon)-\varepsilon]
=\mu\varepsilon^2-\tfrac13\mu\varepsilon^3+\cdots .
\]

At high counts, where the offset is negligible, one term of \(L\) is \(\varepsilon^2-\varepsilon^3+\cdots\). To leading order the objectives fit the same relative residual, with weight \(\mu\) in one and weight 1 in the other.

### Why add one half?

The offset allows zero counts and removes the leading bias of the logarithm. For an offset \(c\), write \(n+c=\mu(1+\eta)\), so that \(\eta=(n-\mu+c)/\mu\). A Poisson variable has mean and variance \(\mu\), hence

\[
E\eta=\frac c\mu,\qquad E\eta^2=\frac{\mu+c^2}{\mu^2}.
\]

The averages of \(\eta^3\) and \(\eta^4\) are of order \(\mu^{-2}\), and higher powers contribute no larger terms. From \(\ln(1+\eta)=\eta-\eta^2/2+\cdots\),

\[
E\ln(n+c)-\ln\mu=\frac{c-1/2}{\mu}+O(\mu^{-2}).
\]

Direct summation over the Poisson distribution at \(\mu=50\) gives a bias of \(-1.7\times10^{-5}\) for \(c=1/2\) and \(1.0\times10^{-2}\) for \(c=1\). At \(\mu=2\) the expansion is no longer a good guide: the bias for \(c=1/2\) is \(0.026\), about a 2.6% error in intensity.

## From global search to local least squares

Interference can give the objective several local minima. Well above the critical angle, a round trip through thickness \(T\) adds a phase close to \(qT\). If only two waves interfere, one from the top and one from the bottom of a single film, an error \(\Delta T\simeq\pi/q\) turns a maximum into a minimum. For a 35 nm film at \(q=3.6\) nm\(^{-1}\), this takes an error of only about \(\pi/3.6=0.87\) nm. In a periodic multilayer many waves interfere. At a Bragg peak, if all periods change together, the total thickness must change by more than this to reach the next minimum.

Differential evolution keeps a population of parameter vectors within bounds. For each member it selects three other distinct members \(\mathbf a,\mathbf b,\mathbf c\) and forms

\[
\mathbf v=\mathbf a+F(\mathbf b-\mathbf c).
\]

Components outside the bounds are redrawn uniformly within them. A trial vector takes each component from \(\mathbf v\) with a set crossover probability, and otherwise from the old member; at least one component comes from \(\mathbf v\). The trial replaces the old member if its objective is no larger. Differences between members set the step size, so the steps shrink as the population contracts. This does not guarantee the global minimum, which is why several random seeds are needed.

For the local stage define \(J_{ia}=\partial\ln\mu_i/\partial\theta_a\), where \(\theta_a\) are the fitted parameters. Differentiating the deviance gives

\[
\frac{\partial D}{\partial\theta_a}=2\sum_i(\mu_i-n_i)J_{ia}.
\]

A second differentiation produces \(2\sum_i\mu_iJ_{ia}J_{ib}\) and a term proportional to \(\mu_i-n_i\), whose mean vanishes at the true parameters. Keeping the first term gives the Fisher-scoring step

\[
\Delta\theta=(J^TWJ)^{-1}J^TW\varepsilon,\qquad
W=\operatorname{diag}(\mu_i),\quad
\varepsilon_i=\frac{n_i-\mu_i}{\mu_i}.
\]

This is a weighted linear least-squares problem. For \(L\), linearizing \(\ln\mu\) gives the Gauss–Newton step

\[
\Delta\theta=(J^TJ)^{-1}J^T\rho,\qquad
\rho_i=\ln(n_i+\tfrac12)-\ln\mu_i.
\]

If a full step does not lower the objective, it is halved and tried again.

## Precision and the crossover

Close to the true parameters, both estimates respond linearly to relative errors through

\[
G_P=(J^TWJ)^{-1}J^TW,\qquad G_L=(J^TJ)^{-1}J^T.
\]

For counting noise, \(\operatorname{Var}(n_i/\mu_i)=\mu_i/\mu_i^2=1/\mu_i\). Let \(V_i\) be the variance of \(\ln(n_i+1/2)\), which approaches \(1/\mu_i\) at high counts. Because the points are independent, their variances add:

\[
a_P=\sum_i\frac{(G_P)_{ai}^2}{\mu_i},\qquad
a_L=\sum_i(G_L)_{ai}^2V_i .
\]

Now let each mean count also fluctuate independently by a small relative amount with standard deviation \(s\). This adds \(s^2\) to every relative variance. With \(b_{P,L}=\sum_i(G_{P,L})_{ai}^2\), the totals are

\[
v_P=a_P+s^2b_P,\qquad v_L=a_L+s^2b_L.
\]

Setting them equal gives

\[
s_*^2=\frac{a_L-a_P}{b_P-b_L}.
\]

The signs of the numerator and denominator follow from one argument. Let \(C\) be the covariance of the relative errors, and let \(G\) satisfy \(GJ=1\), so that a true parameter change is returned unaltered. Compare it with

\[
G_*=(J^TC^{-1}J)^{-1}J^TC^{-1}.
\]

Write \(G=G_*+\Delta\). Both satisfy the same condition, so \(\Delta J=0\), and the cross term is

\[
G_*C\Delta^T=(J^TC^{-1}J)^{-1}(\Delta J)^T=0.
\]

Therefore \(GCG^T=G_*CG_*^T+\Delta C\Delta^T\), and the last term cannot reduce a variance. For \(C=\operatorname{diag}(1/\mu_i)\), \(G_*=G_P\), so \(a_P\le a_L\) when \(V_i=1/\mu_i\). For \(C=s^2\mathbf 1\), \(G_*=G_L\), so \(b_L\le b_P\). Poisson weighting suits counting noise, and equal logarithmic weighting suits a constant relative error.

## A worked multilayer

The model has five A/B repeats on a substrate, with A on top. Its parameters are round values and represent no named material. The true thicknesses are 3 nm for A and 4 nm for B, with \(\sigma=0.4\) nm at every interface and \(\lambda=0.154\) nm. Layer A has \(\delta=2\times10^{-5}\) and \(\beta/\delta=0.08\). Layer B has \(\delta=7\times10^{-6}\), \(\beta=1.5\times10^{-7}\); the substrate has \(\delta=7.5\times10^{-6}\), \(\beta=1.7\times10^{-7}\).

There are 137 equally spaced points from \(q=0.2\) to \(3.6\) nm\(^{-1}\), with \(I_0=10^7\) and \(b=2\) counts. The mean counts run from 16 to \(9.3\times10^6\). Five parameters are fitted: both thicknesses, \(\sigma\), \(\delta_A\) at fixed \(\beta_A/\delta_A\), and \(\ln I_0\).

One Poisson data set was drawn from this model and fitted with both objectives. The results for the thicknesses and roughness, with standard errors predicted from \(a_L\) and \(a_P\), are:

| Quantity (nm) | Log fit | Poisson fit |
|---|---|---|
| \(d_A\) | 3.0035 ± 0.0029 | 3.0000 ± 0.0006 |
| \(d_B\) | 3.9953 ± 0.0034 | 3.9999 ± 0.0007 |
| \(\sigma\) | 0.4008 ± 0.0024 | 0.4005 ± 0.0005 |

Both fits agree with the true values within 1.5 of their own standard errors. For \(d_A\) the ratio of standard errors is \(2.89\times10^{-3}/6.42\times10^{-4}=4.5\). When signal and background counts are all multiplied by a common factor, high-count variances fall by that factor. The logarithmic fit would thus need about \(4.5^2\simeq20\) times the counting time to match the Poisson fit for this thickness.

The deviance is 166 at the Poisson optimum and 353 at the logarithmic one; \(L\) is 0.545 and 0.513 respectively. Each fit wins by its own measure, so comparing these values cannot decide which objective is appropriate. With \(137-5=132\) degrees of freedom, the approximate standard deviation of the minimum deviance is \(\sqrt{264}\simeq16\). The value 166 is about two standard deviations high, a chance excess here because the data were drawn from the fitted model.

### Where each objective is sensitive to thickness

With the other parameters held fixed, the curvature of each objective with respect to \(d_A\) is proportional to \(\sum_i\mu_iJ_{iA}^2\) for Poisson and \(\sum_iJ_{iA}^2\) for log. Split by mean count, the shares are:

| Mean counts | Points | Poisson (%) | Log (%) |
|---|---|---|---|
| \(10^1\)–\(10^2\) | 20 | 1.1 | 71.4 |
| \(10^2\)–\(10^3\) | 37 | 2.4 | 19.8 |
| \(10^3\)–\(10^4\) | 24 | 8.3 | 6.2 |
| \(10^4\)–\(10^5\) | 23 | 29.5 | 2.3 |
| \(10^5\)–\(10^6\) | 15 | 37.0 | 0.3 |
| \(10^6\)–\(10^7\) | 18 | 21.8 | 0.05 |

The log objective weights all points equally, yet 20 points supply 71% of its curvature. Their sensitivity must therefore be large. Since \(R=|X|^2\),

\[
\frac{\partial\ln R}{\partial d_A}=2\operatorname{Re}\left(\frac1X\frac{\partial X}{\partial d_A}\right),
\]

which can become large where \(|X|\) is small. The price is that these points are noisy and depend most on the background. The Poisson objective takes 88% of its curvature from points above \(10^4\) counts, where it relies on an accurate model and calibration.

These shares describe a change of \(d_A\) alone. In the joint fit, changes in the other parameters can imitate part of the same signal, and only the remainder fixes the thickness. The table therefore does not give each group's share in the precision of the reported \(d_A\).

### When the ranking reverses

The crossover formula gives \(s_*=1.7\%\) for \(d_A\), 1.8% for \(d_B\), 0.6% for \(\sigma\), 2.7% for \(\delta_A\) and 3.1% for \(\ln I_0\). At an independent error of 1%, log weighting is thus better for roughness and Poisson weighting for the other four parameters.

For \(d_A\), the coefficients are \(a_L=8.33\times10^{-6}\), \(a_P=4.1\times10^{-7}\), \(b_P=0.0289\) and \(b_L=0.0013\), all in nm\(^2\). Thus

\[
s_*=\sqrt{\frac{8.33\times10^{-6}-0.41\times10^{-6}}{0.0289-0.0013}}\simeq0.017.
\]

Repeated simulation shows the reversal. For each noise model, 120 data sets were generated and refined locally from the true parameters. The extra error was a log-normal factor of mean 1 with \(s=3.38\%\), twice the crossover. The scatter of \(d_A\), with the linear prediction in parentheses, was:

- counting noise alone: log 0.0028 nm (0.0029), Poisson 0.00058 nm (0.00064);
- with the extra error: log 0.0031 nm (0.0031), Poisson 0.0057 nm (0.0058).

A standard deviation estimated from 120 samples has a relative sampling error of about \(1/\sqrt{238}=6.5\%\). In the second case, a Poisson fit that reports its counting-only error of 0.00064 nm understates the predicted scatter by a factor of nine.

### What the search needed

Each differential-evolution run used 40 members, 180 generations, \(F\) drawn between 0.4 and 0.9, and crossover probability 0.9. Both thicknesses were searched from 1 to 6 nm, \(\sigma\) from 0.1 to 1 nm, \(\delta_A\) from \(10^{-5}\) to \(3\times10^{-5}\), and \(\ln I_0\) within 0.5 of its true value. A recovery means that every parameter finished within six predicted standard errors of the truth.

Followed by local refinement, all four seeds succeeded for each objective. Refinement alone, from 20 random starts, succeeded once for log and 17 times for Poisson. This refinement took at most 30 steps, each clipped to the search ranges. The counts depend on the local method: a bounded trust-region method gives 2 and 12 from the same starts. For this model the Poisson objective was much the easier one for a local search. The cause was not isolated.

In the best runs, the evolution endpoint lay within 0.02 standard errors of the refined optimum for both objectives. The local stage therefore changed little after this long search. These counts describe one model, one data set and one search budget.

## How to choose the setting

Use the Poisson objective when counting noise dominates at the strong points and the model is accurate there. Counting noise dominates at one point when \(s^2\mu\ll1\). At \(10^6\) counts the relative counting error is 0.1%, so an independent relative error of 1% already violates this condition. Poisson weighting is then no longer the best possible, but it can still beat the log objective: the crossover \(s_*\) decides between the two, and in the example Poisson remains better at 1% for four of the five parameters.

Supply raw counts. Multiplying all \(n_i\) and \(\mu_i\) by \(c\) multiplies \(D\) by \(c\): the minimum stays put, but the inferred standard errors change by \(1/\sqrt c\). Factors that differ between points, such as attenuator corrections, also alter the relative weights. They belong in \(\mu_i\), with \(n_i\) left as recorded.

Use the log objective when an independent relative error exceeds the crossover for the quantity of interest, and when the background and weak signal are well modelled. If \(s\) is known, the argument with \(G_*\) gives a better setting than either extreme:

\[
w_i=\frac1{1/\mu_i+s^2}=\frac{\mu_i}{1+s^2\mu_i}.
\]

This tends to \(\mu_i\) at low intensity and to the constant \(1/s^2\) at high intensity, changing over near \(\mu=1/s^2\). For \(s=1.7\%\), that is about 3500 counts. The weights should be computed from the current model, held fixed during a least-squares step, and then updated. This linear result needs enough counts for the logarithmic residual to be nearly unbiased.

A large deviance warns that counting noise is not the whole error. At the true parameters a high-count point contributes on average \(\mu(1/\mu+s^2)=1+s^2\mu\). With \(s=3.38\%\) and \(\mu=10^6\), this is about 1100 instead of 1.

Smooth model errors need separate treatment. If the data differ from the model by a small fixed relative amount \(m_i\), the fitted parameters shift by \(Gm\) to first order, and this shift does not average away. A common scale error is harmless for the thicknesses when background is negligible: it is proportional to the \(\ln I_0\) column of \(J\), and \(GJ=1\) sends it into \(\ln I_0\) alone. A footprint error varies with angle and has no such protection.

The roughness formula is another source of such errors. Replacing it by an error-function profile cut into 0.05 nm slices, through which field and slope are propagated directly, changes \(\ln R\) by a median of 0.0022 and at most 0.041 in this example. These figures depend slightly on the slicing: slices four times thinner give 0.0025 and 0.042, while the parameter shift quoted next stays the same. The change is far smaller than this median at the strongest points, yet it matters: in the linear approximation it shifts \(d_A\) by roughly 0.002 nm in both fits. That is less than one standard error of the logarithmic fit but more than three of the Poisson fit. Fitting with both objectives gives a limited check. In the linear, high-count approximation, the difference between the two estimates of parameter \(a\) has variance \(\sum_i(G_P-G_L)_{ai}^2(1/\mu_i+s^2)\). If both searches have reached their global minima, a difference much larger than the square root of this variance points to a fault in the model or in the assumed noise. Agreement does not prove the model right, because a model error can shift both fits by nearly the same amount.
